# Random crystallization in an amorphous volume and its competition with epitaxy: a numerical check

```python
"""Random crystallization of an amorphous solid in competition with epitaxy.

Results under test, for nucleation rate I per amorphous volume and speed v:
  bulk untransformed fraction          X(t) = exp(-pi I v^3 t^4 / 3)
  epitaxial fraction at height z       P(z) = exp(-pi I z^4 / (3 v))
  epitaxial fraction at top of film h         exp(-pi I h^4 / (6 v))
The seed plane is z = 0; its front and all grains have the same speed v.
The simulations place nuclei one by one, only in material still amorphous.
Lengths are in nm, times in s, energies in eV, temperatures in K.
"""
import numpy as np
from scipy.constants import Boltzmann, elementary_charge
from scipy.special import gamma

rng = np.random.default_rng(20417)
K_EV = Boltzmann / elementary_charge
NO_PERIOD = 1e12  # effectively infinite repeat length, in nm


def displacement(a, b, period):
    """Nearest-image vectors from b to a."""
    d = a - b
    return d - period * np.round(d / period)


def distances(a, b, period):
    d = displacement(a[:, None, :], b[None, :, :], period)
    return np.sqrt(np.einsum("ijk,ijk->ij", d, d))


def nucleate(rate, speed, box, end, period, seeded):
    """Candidate nuclei, and a mask of those that fell in amorphous material."""
    n = rng.poisson(rate * np.prod(box) * end)
    pos = rng.random((n, 3)) * box
    born = np.sort(rng.random(n) * end)
    reach = speed * (born[:, None] - born[None, :])
    covers = distances(pos, pos, period) < reach
    real = np.zeros(n, dtype=bool)
    for j in range(n):
        behind_front = seeded and pos[j, 2] <= speed * born[j]
        if not behind_front and not np.any(covers[j] & real):
            real[j] = True
    return pos, born, real


def arrival_table(points, pos, born, speed, period):
    return born[None, :] + distances(points, pos, period) / speed


def mean_and_error(samples):
    samples = np.asarray(samples, dtype=float)
    error = samples.std(axis=0, ddof=1) / np.sqrt(len(samples))
    return samples.mean(axis=0), error


def assert_agrees(measured, error, predicted, largest_error):
    """Five standard errors, with a cap so that the test stays sharp."""
    assert np.all(error < largest_error), (error, largest_error)
    assert np.all(np.abs(measured - predicted) < 5 * error), (
        measured, error, predicted)


def simulate_bulk(rate, speed, times, boxes=25):
    length = (speed / rate) ** 0.25
    box = np.full(3, 8 * length)
    end = 2 * length / speed
    fractions, densities, all_arrivals = [], [], []
    for trial in range(boxes):
        pos, born, real = nucleate(rate, speed, box, end, box, False)
        points = rng.random((800, 3)) * box
        table = arrival_table(points, pos[real], born[real], speed, box)
        first = table.min(axis=1)
        if trial < 3:
            # Phantom nuclei must leave every arrival time unchanged.
            full = arrival_table(points, pos, born, speed, box).min(axis=1)
            assert np.allclose(first, full, rtol=1e-10, atol=1e-9 * end)
            # The straight path from a nucleus to its point is never shadowed.
            owner = table.argmin(axis=1)
            start = pos[real][owner]
            path = displacement(points, start, box)
            midway = start + rng.random((len(points), 1)) * path
            again = arrival_table(midway, pos[real], born[real], speed, box)
            assert np.array_equal(again.argmin(axis=1), owner)
        fractions.append([(first > t).mean() for t in times])
        densities.append(real.sum() / np.prod(box))
        all_arrivals.append(first)
    return (mean_and_error(fractions), mean_and_error(densities),
            np.median(np.concatenate(all_arrivals)))


def simulate_epitaxy(rate, speed, heights, boxes=60):
    length = (speed / rate) ** 0.25
    box = np.array([8.0, 8.0, 4.0]) * length
    period = np.array([box[0], box[1], NO_PERIOD])
    end = 2 * length / speed
    fractions, thicknesses = [], []
    for trial in range(boxes):
        pos, born, real = nucleate(rate, speed, box, end, period, True)
        levels = np.concatenate([np.repeat(heights, 300),
                                 rng.random(600) * 2 * length])
        points = rng.random((len(levels), 3)) * box
        points[:, 2] = levels
        front = levels / speed
        first = arrival_table(points, pos[real], born[real],
                              speed, period).min(axis=1)
        epitaxial = front < first
        if trial < 3:
            # Nuclei imagined behind the front must not alter the outcome.
            full = arrival_table(points, pos, born, speed, period).min(axis=1)
            assert np.array_equal(epitaxial, front < full)
        count = 300 * len(heights)
        fractions.append(epitaxial[:count].reshape(-1, 300).mean(axis=1))
        thicknesses.append(2 * length * epitaxial[count:].mean())
    return mean_and_error(fractions), mean_and_error(thicknesses)


def simulate_film_top(rate, speed, thickness, boxes=100):
    side = 8 * (speed / rate) ** 0.25
    box = np.array([side, side, thickness])
    period = np.array([side, side, NO_PERIOD])
    end = thickness / speed
    fractions = []
    for _ in range(boxes):
        pos, born, real = nucleate(rate, speed, box, end, period, True)
        points = rng.random((400, 3)) * box
        points[:, 2] = thickness
        table = arrival_table(points, pos[real], born[real], speed, period)
        fractions.append((table.min(axis=1) > end).mean())
    return mean_and_error(fractions)


# Round model parameters
T_REF, T_HOT = 900.0, 1000.0
V_REF, I_REF = 0.1, 1e-11
E_V, E_I = 2.5, 4.5
inverse_energy_step = (1 / T_REF - 1 / T_HOT) / K_EV
cases = [
    (T_REF, V_REF, I_REF, np.array([2000.0, 3000.0, 4000.0]),
     np.array([200.0, 300.0, 400.0])),
    (T_HOT, V_REF * np.exp(E_V * inverse_energy_step),
     I_REF * np.exp(E_I * inverse_energy_step),
     np.array([40.0, 60.0, 80.0]), np.array([100.0, 150.0, 200.0])),
]
print(f"activation energy of growth speed: {E_V:.1f} eV")
print(f"activation energy of nucleation rate: {E_I:.1f} eV")

simulated_half, simulated_thickness = [], []
for temperature, speed, rate, times, heights in cases:
    t0 = (3 / (np.pi * rate * speed**3)) ** 0.25
    half_time = np.log(2) ** 0.25 * t0
    density = rate * gamma(1.25) * t0
    mean_thickness = gamma(1.25) * (3 * speed / (np.pi * rate)) ** 0.25
    extended = np.pi * rate * speed**3 * times**4 / 3
    untransformed = np.exp(-extended)
    epitaxial = np.exp(-np.pi * rate * heights**4 / (3 * speed))

    (bulk, bulk_err), (dens, dens_err), median = simulate_bulk(
        rate, speed, times)
    (epi, epi_err), (thick, thick_err) = simulate_epitaxy(
        rate, speed, heights)
    assert_agrees(bulk, bulk_err, untransformed, 0.02)
    assert_agrees(dens, dens_err, density, 0.02 * density)
    assert_agrees(epi, epi_err, epitaxial, 0.02)
    assert_agrees(thick, thick_err, mean_thickness, 0.02 * mean_thickness)
    # Sampling error of the pooled median is below one percent.
    assert abs(median / half_time - 1) < 0.025
    simulated_half.append(median)
    simulated_thickness.append(thick)

    print(f"--- temperature: {temperature:.0f} K")
    print(f"growth speed v: {speed:.4g} nm/s")
    print(f"nucleation rate I: {rate:.4g} nm^-3 s^-1")
    print(f"time scale t0: {t0:.4g} s")
    print(f"half time: {half_time:.4g} s; simulated {median:.4g} s")
    for t, ext, x, s, e in zip(times, extended, untransformed, bulk, bulk_err):
        print(f"t = {t:.0f} s: extended fraction {ext:.4f}, "
              f"untransformed {x:.4f}; simulated {s:.4f} +- {e:.4f}")
    print(f"final grain density: {density:.4g} nm^-3; "
          f"simulated {dens:.4g} +- {dens_err:.1g} nm^-3")
    print(f"grain spacing (density^-1/3): {density ** (-1 / 3):.1f} nm")
    for z, p, s, e in zip(heights, epitaxial, epi, epi_err):
        print(f"z = {z:.0f} nm: epitaxial fraction {p:.4f}; "
              f"simulated {s:.4f} +- {e:.4f}")
    print(f"mean epitaxial thickness: {mean_thickness:.1f} nm; "
          f"simulated {thick:.1f} +- {thick_err:.1f} nm")

# Effective activation energies, measured from the simulations alone
thickness_energy = np.log(
    simulated_thickness[0] / simulated_thickness[1]) / inverse_energy_step
time_energy = np.log(
    simulated_half[0] / simulated_half[1]) / inverse_energy_step
predicted_thickness_energy = (E_I - E_V) / 4
predicted_time_energy = (E_I + 3 * E_V) / 4
# Tolerances are several times the sampling errors of the two ratios.
assert abs(thickness_energy - predicted_thickness_energy) < 0.05
assert abs(time_energy - predicted_time_energy) < 0.04
print("--- temperature dependence")
print(f"energy governing mean thickness: {predicted_thickness_energy:.3f} eV; "
      f"simulated {thickness_energy:.3f} eV")
print(f"energy governing half time: {predicted_time_energy:.3f} eV; "
      f"simulated {time_energy:.3f} eV")

# A free surface removes half of the material that could send a grain there
film = 300.0
film_top = np.exp(-np.pi * I_REF * film**4 / (6 * V_REF))
deep_layer = np.exp(-np.pi * I_REF * film**4 / (3 * V_REF))
top, top_err = simulate_film_top(I_REF, V_REF, film)
assert_agrees(top, top_err, film_top, 0.02)
assert abs(top - deep_layer) > 5 * top_err
print(f"--- film with free surface at {T_REF:.0f} K")
print(f"film thickness: {film:.0f} nm")
print(f"epitaxial fraction at film top: {film_top:.4f}; "
      f"simulated {top:.4f} +- {top_err:.4f}")
print(f"same height in a deep layer: {deep_layer:.4f}")

print("all tests passed")
```

Output:

```
activation energy of growth speed: 2.5 eV
activation energy of nucleation rate: 4.5 eV
--- temperature: 900 K
growth speed v: 0.1 nm/s
nucleation rate I: 1e-11 nm^-3 s^-1
time scale t0: 3126 s
half time: 2852 s; simulated 2877 s
t = 2000 s: extended fraction 0.1676, untransformed 0.8457; simulated 0.8525 +- 0.0033
t = 3000 s: extended fraction 0.8482, untransformed 0.4282; simulated 0.4395 +- 0.0060
t = 4000 s: extended fraction 2.6808, untransformed 0.0685; simulated 0.0736 +- 0.0026
final grain density: 2.833e-08 nm^-3; simulated 2.847e-08 +- 2e-10 nm^-3
grain spacing (density^-1/3): 328.0 nm
z = 200 nm: epitaxial fraction 0.8457; simulated 0.8448 +- 0.0065
z = 300 nm: epitaxial fraction 0.4282; simulated 0.4273 +- 0.0102
z = 400 nm: epitaxial fraction 0.0685; simulated 0.0643 +- 0.0041
mean epitaxial thickness: 283.3 nm; simulated 282.2 +- 2.3 nm
--- temperature: 1000 K
growth speed v: 2.512 nm/s
nucleation rate I: 3.31e-09 nm^-3 s^-1
time scale t0: 65.32 s
half time: 59.6 s; simulated 59.52 s
t = 40 s: extended fraction 0.1406, untransformed 0.8688; simulated 0.8645 +- 0.0031
t = 60 s: extended fraction 0.7118, untransformed 0.4908; simulated 0.4888 +- 0.0050
t = 80 s: extended fraction 2.2495, untransformed 0.1054; simulated 0.1054 +- 0.0037
final grain density: 1.96e-07 nm^-3; simulated 1.959e-07 +- 2e-09 nm^-3
grain spacing (density^-1/3): 172.2 nm
z = 100 nm: epitaxial fraction 0.8711; simulated 0.8646 +- 0.0053
z = 150 nm: epitaxial fraction 0.4972; simulated 0.4894 +- 0.0072
z = 200 nm: epitaxial fraction 0.1099; simulated 0.1046 +- 0.0054
mean epitaxial thickness: 148.7 nm; simulated 148.1 +- 1.0 nm
--- temperature dependence
energy governing mean thickness: 0.500 eV; simulated 0.500 eV
energy governing half time: 3.000 eV; simulated 3.008 eV
--- film with free surface at 900 K
film thickness: 300 nm
epitaxial fraction at film top: 0.6543; simulated 0.6586 +- 0.0083
same height in a deep layer: 0.4282
all tests passed
```
